# Spin-spin fine structure of an LS term: Marvin integrals and J dependence, part 2

The problem is the magnetic spin-spin interaction $H_{ss}$ of electrons in an $LS$ term, to first order unless stated otherwise. An operator $A\,\mathbf L\cdot\mathbf S$ alone gives levels $AX/2$ and intervals $AJ$ (the Landé rule), with $X=J(J+1)-L(L+1)-S(S+1)$; $H_{ss}$ breaks this rule.

Energies are in rydbergs, lengths in bohr; $\alpha$ is the fine-structure constant, $g=2$, phases are Condon-Shortley, and $C^{(k)}_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}$. With $\mathbf r=\mathbf r_i-\mathbf r_j=r\mathbf n$ and PV the principal value,

$$H_{ss}=-2\sqrt6\,\alpha^2\sum_{i<j}[s_is_j]^{(2)}\cdot T^{(2)}(ij),\qquad T^{(2)}_q=\mathrm{PV}\,\frac{C^{(2)}_q(\mathbf n)}{r^3}.\tag{1}$$

The spin tensor annihilates pair singlets (Entry 1). Let $P$ project on one term. There, scalar operators with equal spin and orbital rank 0, 1 or 2 are multiples of 1, $X$ or $f$ (Entry 2):

$$E_{ss}(J)=B\,f(J),\qquad f(J)=\tfrac34X(X+1)-L(L+1)S(S+1).\tag{2}$$

For $F_q=C^{(2)}_q(\mathbf n)/r^3$, Entry 3 gives

$$F_q=\sum_{k\ge0}c_k\frac{r_2^k}{r_1^{k+3}}\left[C^{(k+2)}(1)\,C^{(k)}(2)\right]^{(2)}_q,\qquad r_1>r_2.\tag{4}$$

$$c_k=(-1)^k\sqrt{\frac{(2k+5)!}{5!\,(2k)!}}.\tag{5}$$

$$c_k\,\langle k{+}2\,0\,k\,0|2\,0\rangle=\tfrac12(k+1)(k+2).$$

This series and its mirror image for $r_2>r_1$ define $\tilde T$:

$$T^{(2)}_q=\tilde T^{(2)}_q-\frac{4\pi}3\,\delta^3(\mathbf r_1-\mathbf r_2)\,C^{(2)}_q(1).\tag{6}$$

Between antisymmetric states $\tilde T$ may replace $T$ in $H_{ss}$. For two electrons in carbon $2p_0$, Entry 4 quotes the series value $0.1102$ bohr$^{-3}$.

For a shell $l$ with normalized radial function $P(r)=rR(r)$, $k$ is even, $k\le2l-2$, and

$$M^k=\frac{\alpha^2}2I^k,\qquad I^k=\iint_{r_1>r_2}P^2(r_1)\frac{r_2^k}{r_1^{k+3}}P^2(r_2)\,dr_1dr_2 .\tag{7}$$

For the stretched state of $p^2\,{}^3P$, with direct and exchange elements $D=\langle ab|\tilde T_0|ab\rangle$ and $K=\langle ab|\tilde T_0|ba\rangle$ of its spatial orbitals $a,b$,

$$E_{ss}(L+1)=-2\sqrt6\alpha^2\cdot\frac1{2\sqrt6}\langle\tilde T_0\rangle=-\alpha^2\langle\tilde T_0\rangle=-\alpha^2(D-K),\tag{8}$$

$$E_{ss}(2)=-\tfrac25M^0,\qquad B=\frac{-\frac25M^0}{\frac12}=-\tfrac45M^0,\qquad E_{ss}(1)=2M^0,\qquad E_{ss}(0)=-4M^0 .\tag{9}$$

Entry 6 defines $w_j=\begin{pmatrix}j&2&j\\-j&0&j\end{pmatrix}=2j(2j-1)/\sqrt{\Pi_j}$, with $\Pi_j=(2j-1)2j(2j+1)(2j+2)(2j+3)$.

### Entry 7. Two equivalent electrons

For $l^2$ with $S=1$ the spatial state $|LL\rangle=\sum\langle l\,m_1\,l\,m_2|L\,L\rangle|m_1\rangle|m_2\rangle$ must be antisymmetric. Exchange multiplies it by $(-1)^{2l-L}$, so $L$ is odd. Equation (8) holds unchanged, $E_{ss}(L+1)=-\alpha^2\langle\tilde T_0\rangle$. The two radial regions contribute equally, because relabelling the electrons multiplies bra and ket each by $-1$. So

$$E_{ss}(L+1)=-4\sum_kc_kM^k\,\langle LL|[C^{(k+2)}(1)C^{(k)}(2)]^{(2)}_0|LL\rangle .$$

The angular factor is a finite sum of three Clebsch-Gordan coefficients (bra, ket, operator) times two one-electron elements, each a $3j$ symbol times $\langle l\|C^{(k)}\|l\rangle=(-1)^l(2l+1)\begin{pmatrix}l&k&l\\0&0&0\end{pmatrix}$. The $9j$ symbol is defined as the sum over all projections of six $3j$ symbols, one per row and column of its array. Five are present here; the sixth is $w_L$, which the Wigner-Eckart theorem factors out, and its orthogonality sum converts the fivefold sum into the $9j$ symbol. The three Clebsch-Gordan coefficients supply the factor $(2L+1)\sqrt5$:

$$B=\frac{-8\,w_L(2L+1)\sqrt5}{L(2L-1)}\sum_kc_kM^k\begin{Bmatrix}l&l&k+2\\l&l&k\\L&L&2\end{Bmatrix}\langle l\|C^{(k+2)}\|l\rangle\langle l\|C^{(k)}\|l\rangle,\tag{11}$$

using $f(L+1)=\frac12L(2L-1)$ for $S=1$.

The $k=0$ term can be checked without $9j$ symbols, since its operator is $C^{(2)}_0(1)$ alone. The element $u_m=\langle lm|C^{(2)}_0|lm\rangle$ is proportional to $3m^2-y$, now with $y=l(l+1)$. For $m=l$ the density is $(1-x^2)^l$, $x=\cos\theta$. Integration by parts gives $\int x^2(1-x^2)^l\,dx=\int(1-x^2)(1-x^2)^l\,dx/(2l+2)$, so $\langle x^2\rangle=1/(2l+3)$ and $u_l=-l/(2l+3)$. Since $y-3l^2=-l(2l-1)$,

$$u_m=\frac{y-3m^2}{(2l-1)(2l+3)}=\frac{y-3m^2}{4y-3}.\tag{12}$$

For $L=1$, act with the raising operator $l_{1+}$ of electron 1 on the $L=0$ state, which holds all $|m{-}1\rangle|1{-}m\rangle$ with equal weight. A vector operator on a scalar state gives $L=1$, here with $M_L=1$, and electron 1 has projection $m$ with weight $y-m(m-1)$. The odd powers of $m$ sum to zero, so

$$\langle m^2\rangle=\frac{y\sum m^2-\sum m^4}{(2l+1)y-\sum m^2}=\frac{y/3-(3y-1)/15}{2/3}=\frac{2y+1}{10}.$$

Then $\langle C^{(2)}_0(1)\rangle=[y-\frac3{10}(2y+1)]/(4y-3)=\frac1{10}$ for every $l\ge1$, the $M^0$ part of $E_{ss}(2)$ is $-\frac25M^0$, and the $M^0$ coefficient of $B$ is $-\frac45$. This explains why the $^3P$ terms of $p^2$, $d^2$ and $f^2$ in the table of Entry 8 share it, and it returns (9) at $l=1$.

### Entry 8. Many electrons

When the stretched state is one determinant, its energy is the sum over pairs of direct minus exchange elements. Let spin-orbital $i$ have orbital projection $m_i$ and spin projection $\sigma_i=\pm\frac12$. Write $[s_1s_2]^{(2)}_0=[2s_{1z}s_{2z}-\frac12(s_{1+}s_{2-}+s_{1-}s_{2+})]/\sqrt6$. The direct spin factor is $2\sigma_i\sigma_j/\sqrt6$. For parallel spins the exchange factor is the same. For antiparallel spins exchange needs a double flip, $\langle\uparrow\downarrow|\cdots|\downarrow\uparrow\rangle=-1/(2\sqrt6)$, which is again $2\sigma_i\sigma_j/\sqrt6$. Unlike Coulomb exchange, this exchange acts between opposite spins too. The common factor multiplies $D_{ij}-K_{ij}$:

$$E_{ss}(L+S)=-4\alpha^2\sum_{i<j}\sigma_i\sigma_j\,(D_{ij}-K_{ij}).\tag{13}$$

Within one shell, with $\mu=m_i-m_j$ and kets $|m\rangle=|lm\rangle$,

$$D_{ij}=\sum_kI^k\binom{k+2}2\langle m_i|C^{(k+2)}_0|m_i\rangle\langle m_j|C^{(k)}_0|m_j\rangle+(i\leftrightarrow j),$$

$$K_{ij}=\sum_kI^kc_k\langle k{+}2\,\mu\,k\,{-\mu}|2\,0\rangle\langle m_i|C^{(k+2)}_\mu|m_j\rangle\langle m_j|C^{(k)}_{-\mu}|m_i\rangle+(i\leftrightarrow j),$$

where the binomial is $c_k\langle k{+}2\,0\,k\,0|2\,0\rangle$ from Entry 3.

Closed shells. $D_{ij}-K_{ij}$ depends on the spatial orbitals alone. If orbital $b$ is occupied with both spins, its two pairings with any other electron carry opposite $\sigma_i\sigma_j$ and cancel, and the pair inside $b$ has $D=K$. Every doubly occupied spatial orbital drops out of (13). This holds for spin-restricted orbitals; a spin-polarized core does not cancel. As a test, a closed $p^6$ shell orthogonal to the valence pair $p_1p_0$ left the energy unchanged, while the same shell filled with up spins alone changed it.

At $k=0$, $K_{ij}=0$ for $m_i\ne m_j$ and $D_{ij}=(u_{m_i}+u_{m_j})I^0$, so the $M^0$ part of (13) is $-8M^0\sum\sigma_i\sigma_j(u_{m_i}+u_{m_j})$, summed over the pairs with $m_i\ne m_j$ only; a pair with $m_i=m_j$ has $D=K$ and contributes nothing. Three cases follow.

For $p^4\,{}^3P$ the determinant is $|p_1\!\uparrow p_0\!\uparrow p_{-1}\!\uparrow p_1\!\downarrow|$. The doubly occupied $p_1$ drops, leaving $p_0\!\uparrow p_{-1}\!\uparrow$ with $u_0+u_{-1}=\frac15$. The energy is $-\frac25M^0$ and $B=-\frac45M^0$, the same expression as for $p^2$.

For $l=2$, (12) gives $u_2=-\frac27$, $u_1=\frac17$, $u_0=\frac27$. In $d^2\,{}^3F$, $|d_2\!\uparrow d_1\!\uparrow|$, the $M^0$ part is $-2M^0(-\frac17)=\frac27M^0$; with $f(4)=\frac{15}2$ the coefficient is $\frac4{105}$. In $d^3\,{}^4F$, $|d_2\!\uparrow d_1\!\uparrow d_0\!\uparrow|$, each orbital enters two pairs, giving $-2M^0\cdot2\cdot\frac17=-\frac47M^0$; with $f(\frac92)=\frac{45}2$ the coefficient is $-\frac8{315}$.

The finite sums in (11) and (13), evaluated in rational arithmetic for all $k$, give the coefficients $b_k$ of $B=\sum_kb_kM^k$:

| term | $b_0$ | $b_2$ | $b_4$ |
|---|---|---|---|
| $p^2$, $p^4$ $^3P$ | $-4/5$ | | |
| $d^2\,{}^3P$ | $-4/5$ | $-48/35$ | |
| $d^2\,{}^3F$ | $4/105$ | $-152/735$ | |
| $d^3\,{}^4F$ | $-8/315$ | $-8/315$ | |
| $f^2\,{}^3P$ | $-4/5$ | $-8/5$ | $-20/11$ |
| $f^2\,{}^3F$ | $-4/135$ | $32/135$ | $-160/297$ |
| $f^2\,{}^3H$ | $4/135$ | $-136/1485$ | $-1060/42471$ |

Where the $b_k$ differ in sign, the sign of $B$ follows from the ratios of the $M^k$, and these are bounded below. With $t=\ln r$, $g=P^2r^{-1/2}$ and $a=k+\frac32$, (7) reads $I^k=\frac12\iint g(t_1)g(t_2)e^{-a|t_1-t_2|}dt_1dt_2$. The kernel has the Fourier transform $2a/(a^2+w^2)$, which multiplies $|\hat g(w)|^2\ge0$. For $a'>a$ the ratio of two such transforms is smallest at $w=0$, where it equals $a/a'$. Hence $M^2\ge\frac37M^0$ and $M^4\ge\frac7{11}M^2$ for every radial function. In $d^2\,{}^3F$ a positive $B$ would need $M^2/M^0<\frac7{38}=0.184$, in $f^2\,{}^3H$ one has $\frac{136}{1485}\cdot\frac37>\frac4{135}$, and in $f^2\,{}^3F$ one has $\frac{160}{297}\cdot\frac7{11}>\frac{32}{135}$. So $B<0$ in every row of the table, and the radial function sets its size only.

Every row was tested against the definition. $H_{ss}$ was built from analytic Gaussian integrals of the traceless part of $\partial_{1a}\partial_{2b}(1/r)$, which is the PV form and uses neither (4) nor (6), in the full determinant space of the configuration, and projected on $L$, $S$, $J$. The largest difference from $Bf(J)$ was $5\times10^{-13}$ relative to $M^0$. The same matrices showed that $d^3\,{}^4P$ follows $f(J)$, and that the selected levels with $L=0$ or $S<1$ in $p^2$, $p^3$ and $d^3$ are not shifted.

A quartet shows the pattern on four levels. For a model $d$ shell (Gaussian exponents 2.0 and 0.5 bohr$^{-2}$, equal weights), $M^0=6.56890\times10^{-6}$ and $M^2=3.90904\times10^{-6}$ Ry, so $B=-\frac8{315}(1.047794\times10^{-5})=-2.66106\times10^{-7}$ Ry. Multiplying by $f=54,-13.5,-45,22.5$ gives $-1.43697\times10^{-5}$, $3.5924\times10^{-6}$, $1.19748\times10^{-5}$ and $-5.9874\times10^{-6}$ Ry for $J=\frac32$ to $\frac92$, the values of the projected matrix in the numerical output.

### Entry 9. Intervals

Add the Landé term: $E(J)=E_c+\frac12AX+Bf$. Between neighbours, $X_J-X_{J-1}=2J$ and $X_J+X_{J-1}=2J^2-2L(L+1)-2S(S+1)$. Since $X_J^2-X_{J-1}^2+X_J-X_{J-1}=(X_J-X_{J-1})(X_J+X_{J-1}+1)$,

$$E(J)-E(J-1)=AJ+\tfrac32BJ\left[2J^2-2L(L+1)-2S(S+1)+1\right].\tag{14}$$

The interval divided by $J$ is a constant plus $3BJ^2$. The $J$-independent part of the bracket acts like a change of $A$, and the term $3BJ^3$ in the interval is the departure from the rule. Check on $^4F$, $J=\frac52$: $\frac32\cdot\frac52\,(12.5-24-7.5+1)=-67.5=-13.5-54$. The $B$ part of (14) was tested on all terms of the table.

For $^3P$ the combination free of $E_c$ and $A$ is

$$\Delta=(E_2-E_1)-2(E_1-E_0)=E_2-3E_1+2E_0=B\left(\tfrac12+\tfrac{15}2+10\right)=18B,$$

which is $-\frac{72}5M^0$ for $p^2$ and $p^4$. The interval ratio is identically $2+\Delta/(E_1-E_0)$. A triplet has three levels and the formula has three constants, so measured triplet levels fix a value of $B$, which also contains the second-order part described in Entry 10, but cannot test the form of $f$. A term with $L,S\ge\frac32$ has four or more levels and can.

### Entry 10. A competitor with the same $J$ dependence

Let $H_0$ be the non-relativistic Hamiltonian, $E_t$ the energy of the term, and $H_{so}$ the spin-orbit operator. Second-order perturbation theory gives, inside the term,

$$H^{(2)}=-PH_{so}(1-P)\frac1{H_0-E_t}(1-P)H_{so}P .$$

The resolvent commutes with $\mathbf L$ and $\mathbf S$. The two factors $H_{so}$ each have spin rank 1, so the product has spin ranks 0, 1, 2. It commutes with $\mathbf J$, so each spin rank is paired with the same orbital rank. By Entry 2 the three pieces are multiples of 1, $X$ and $f$. In a test on $d^3\,{}^4F$ with model term energies, the four eigenvalues of $H^{(2)}$ fitted $a+bX+cf$ with residual $8\times10^{-17}$, and $a+bX$ with residual $0.064$, in model units. A $B$ fitted to observed levels is the sum of the spin-spin $B$ and this $c$.

For $p^2$ take $H_{so}=\zeta\sum_i\mathbf l_i\cdot\mathbf s_i$. The one-electron eigenvalues of $\mathbf l\cdot\mathbf s$ are $\frac12$ for $p_{3/2}$ and $-1$ for $p_{1/2}$. The $J=0$ space is spanned by $p_{1/2}^2$ and $p_{3/2}^2$, with eigenvalues $-2\zeta$ and $\zeta$, or by $^3P_0$ and $^1S_0$. A singlet has no diagonal element of spin rank 1, so the trace gives $\langle^3P_0\rangle=-\zeta$ and the determinant gives $-v^2=-2\zeta^2$ for the off-diagonal element $v$. The $J=2$ space has eigenvalues $\zeta$ ($p_{3/2}^2$) and $-\frac12\zeta$ ($p_{1/2}p_{3/2}$), so $\langle^3P_2\rangle=\frac12\zeta$ and $v^2=\frac12\zeta^2$ with $^1D_2$. The single $J=1$ level lies at $-\frac12\zeta$ and has no partner in the configuration. The three diagonal values are $\frac12AX$ with $A=\frac12\zeta$. With $\Delta E_D$, $\Delta E_S$ the heights of the singlets above $^3P$, $E_2$ moves by $-\zeta^2/(2\Delta E_D)$ and $E_0$ by $-2\zeta^2/\Delta E_S$:

$$\Delta_2=-\frac{\zeta^2}{2\Delta E_D}-\frac{4\zeta^2}{\Delta E_S}.\tag{15}$$

It has the sign of the spin-spin defect. $H_{ss}$ annihilates the two-electron singlets, so within $p^2$ there is no second-order cross term with $H_{so}$. The same holds within $p^4$, whose terms are again $^3P$, $^1D$ and $^1S$, because a rank-2 spin tensor joins neither spin 1 nor spin 0 to spin 0. In $d^2$, where $^3P$ and $^3F$ both have spin 1, $H_{ss}$ does have elements between terms, which (2) leaves out.

Scaling shows how the balance between the two contributions shifts with $Z$. For unscreened hydrogenic orbitals $r\propto1/Z$, so $M^k\propto\alpha^2Z^3$, the nuclear $\zeta=\alpha^2Z\langle r^{-3}\rangle\propto\alpha^2Z^4$, the Coulomb separations scale as $Z$, and $\Delta_2\propto\alpha^4Z^7$. In this limit the spin-spin defect falls as $1/Z$ relative to $A$, and $\Delta_2$ grows as $\alpha^2Z^4$ relative to the spin-spin defect. Once $\zeta$ approaches the term separations, $L$ and $S$ cease to be good labels and (2) no longer describes the levels.

### Entry 11. Carbon

The $1s^22s^22p^2\,{}^3P$ term is computed by restricted open-shell Hartree-Fock in an even-tempered basis of 16 $s$ Gaussians (exponents from 0.05 bohr$^{-2}$, ratio 2.5) and 12 $p$ Gaussians (from 0.03, ratio 2.3). The open shell $p_x\!\uparrow p_y\!\uparrow$ is proportional to $p_1\!\uparrow p_{-1}\!\uparrow$, the $M_L=0$, $M_S=1$ state of $^3P$; the two orbitals were tested to share one radial function, and with no $d$ functions the $s$ orbitals stay spherical. The energy is $-75.37708$ Ry and the virial ratio 2.000003. A larger basis (26 $s$, 20 $p$) lowers the energy to $-75.37724$ Ry and raises $\langle r^{-3}\rangle$ from 1.69108 to 1.69180 bohr$^{-3}$, which increases $\zeta$ below by 0.04% and $|\Delta_2|$ by about 0.1%; $I^0$ moves by one unit in its last digit, and $\Delta$ in cm$^{-1}$, $\Delta E_D$ and $\Delta E_S$ keep the digits shown. The numbers below refer to the smaller basis. The closed shells drop out by Entry 8, so (9) applies with the $2p$ radial function.

Quadrature gives $I^0=0.137808$ bohr$^{-3}$. With $\alpha=0.0072973526$, $\alpha^2/2=2.66257\times10^{-5}$, and 1 Ry $=109737.3$ cm$^{-1}$,

$$M^0=2.66257\times10^{-5}\times0.137808=3.6692\times10^{-6}\ \text{Ry}=0.403\ \text{cm}^{-1},$$

$$B=-0.8M^0=-2.9354\times10^{-6}\ \text{Ry}=-0.322\ \text{cm}^{-1}.$$

The shifts $Bf$ are $-1.61$, $+0.81$ and $-0.16$ cm$^{-1}$ for $J=0,1,2$, and $\Delta=18B=-5.2837\times10^{-5}$ Ry $=-5.80$ cm$^{-1}$. The series value quoted in Entry 4 is $2u_0I^0=0.8\times0.137808=0.1102$ bohr$^{-3}$.

For the competitor, $\zeta$ is taken from the nuclear term alone, with $\langle r^{-3}\rangle=1.69108$ bohr$^{-3}$: $\zeta=5.32514\times10^{-5}\times6\times1.69108=5.4031\times10^{-4}$ Ry, $\zeta^2=2.9194\times10^{-7}$ Ry$^2$. With the $^3P$ orbital frozen, $\Delta E_D=0.11678$ and $\Delta E_S=0.29196$ Ry, so

$$\Delta_2=-\frac{2.9194\times10^{-7}}{0.23356}-\frac{1.16776\times10^{-6}}{0.29196}=-(1.250+4.000)\times10^{-6}=-5.250\times10^{-6}\ \text{Ry},$$

or $-0.58$ cm$^{-1}$. Diagonalizing the $15\times15$ matrix of Coulomb plus spin-orbit energy gives $-5.245\times10^{-6}$ Ry, 0.09% smaller in size relative to (15). With $H_{ss}$ added, the intervals are $2.94169\times10^{-4}$ and $5.30256\times10^{-4}$ Ry, and the defect is $5.30256\times10^{-4}-5.88338\times10^{-4}=-5.8082\times10^{-5}$ Ry $=-6.37$ cm$^{-1}$, equal to $\Delta+\Delta_2$ within the tested 1% of $\Delta_2$. The interval ratio is 1.98 without $H_{ss}$ and 1.80 with it. In this model spin-spin supplies about nine tenths of the defect. That share belongs to the bare-nucleus $\zeta$: $\Delta_2$ scales as $\zeta^2$ while $\Delta$ does not depend on it, and this $\zeta$ is too large for carbon, as the intervals below show, so the model overstates the second-order part.

The model intervals, about 32 and 58 cm$^{-1}$, are roughly twice the measured 16 and 27. The bare-nucleus $\zeta$ omits the two-electron spin-orbit terms, which were not computed here, so neither the model intervals nor the ratio 1.80 is a prediction for carbon. The spin-spin value $-5.80$ cm$^{-1}$ does not depend on $\zeta$, and it is compatible with the rough measured intervals, which give $27-2\times16=-5$ cm$^{-1}$, uncertain by about $\pm1.5$ cm$^{-1}$ from their rounding to two figures. It is a single-configuration, spin-restricted number with $g=2$ and an infinitely heavy nucleus. Correlation, configuration mixing and core polarization are absent, and their effect on an operator weighted by $1/r^3$ has not been estimated, so the comparison supports the sign and the rough size only.

## Calculated quantities

```
alpha = 0.0072973526; 1 Ry = 109737.316 cm^-1
p2 3P: B = (-4/5) M0; f(J rising) = 5, -2.5, 0.5
p4 3P: B = (-4/5) M0; f(J rising) = 5, -2.5, 0.5
d2 3P: B = (-4/5) M0 + (-48/35) M2; f(J rising) = 5, -2.5, 0.5
d2 3F: B = (4/105) M0 + (-152/735) M2; f(J rising) = 18, -22.5, 7.5
d3 4F: B = (-8/315) M0 + (-8/315) M2; f(J rising) = 54, -13.5, -45, 22.5
f2 3P: B = (-4/5) M0 + (-8/5) M2 + (-20/11) M4; f(J rising) = 5, -2.5, 0.5
f2 3F: B = (-4/135) M0 + (32/135) M2 + (-160/297) M4; f(J rising) = 18, -22.5, 7.5
f2 3H: B = (4/135) M0 + (-136/1485) M2 + (-1060/42471) M4; f(J rising) = 39, -58.5, 22.5
largest |E(definition) - B f|/M0 = 5.0e-13
model d shell (exponents 2.0, 0.5 bohr^-2, equal weights): M0 = 6.56890e-06 Ry, M2 = 3.90904e-06 Ry
model d3 4F J = 1.5: E_ss = -1.43697e-05 Ry
model d3 4F J = 2.5: E_ss = 3.59244e-06 Ry
model d3 4F J = 3.5: E_ss = 1.19748e-05 Ry
model d3 4F J = 4.5: E_ss = -5.98739e-06 Ry
second-order l.s, d3 4F: residual with f 7.6e-17, without f 6.4e-02 (model units)
C basis: 16 s from 0.05 ratio 2.5, 12 p from 0.03 ratio 2.3 (bohr^-2)
C ROHF energy = -75.37708 Ry; virial ratio = 2.000003
C radial integral 2 M0/alpha^2 = 0.137808 bohr^-3
C M0 = 3.66924e-06 Ry = 0.4027 cm^-1
C B = -2.93539e-06 Ry = -0.3221 cm^-1
C 3P0: X = -4, f = 5, E_ss = -1.46769e-05 Ry = -1.6106 cm^-1
C 3P1: X = -2, f = -2.5, E_ss = 7.33847e-06 Ry = 0.8053 cm^-1
C 3P2: X = 2, f = 0.5, E_ss = -1.46769e-06 Ry = -0.1611 cm^-1
C spin-spin defect = -5.28370e-05 Ry = -5.798 cm^-1
2p0 2p0 direct <C20/r^3>: principal value 0.014644 bohr^-3
  series part 0.110247, surface part -0.095602 bohr^-3
C <r^-3> = 1.69108 bohr^-3; bare-nucleus zeta = 5.40314e-04 Ry
C frozen-orbital 1D-3P = 0.11678 Ry; 1S-3P = 0.29196 Ry
C second-order spin-orbit defect = -5.2496e-06 Ry = -0.576 cm^-1
C same from diagonalization = -5.2451e-06 Ry
C total defect, 15x15 matrix = -5.80819e-05 Ry = -6.374 cm^-1
C intervals with bare zeta: E1-E0 = 2.94169e-04 Ry, E2-E1 = 5.30256e-04 Ry
C interval ratio: with H_ss 1.8026, without 1.9807
```
